# Donor charge and confinement in the threshold of thin oxide channels

## Definitions and conventions

An n-type oxide film occupies $0<x<t$. At $x=0$ it touches a gate insulator of capacitance $C_i$ per area; at $x=t$ it ends at a back surface beyond which the electric field is zero. The film has permittivity $\varepsilon$, a uniform density $N_D$ of ionized donors, and a parabolic conduction band of mass $m$. The elementary charge $q$ is positive. Electrostatics is treated in the Hartree approximation, without exchange or correlation, and the film surfaces are hard walls for the electrons.

The channel is grounded and in equilibrium, with Fermi level $E_F=0$. Let $E_c(x)$ be the conduction-band edge and define

$$\mu=E_F-E_c(0),\qquad U(x)=E_c(x)-E_c(0).$$

Thus $\mu$ is the Fermi level measured from the band edge at the insulator interface. The threshold voltage $V_T$ is the gate voltage at which the electron sheet density $n_s$ equals a fixed value $n_{th}$.

The gate voltage follows from aligning the vacuum levels. At the gate, whose Fermi level is $-qV_G$ and work function $\Phi$, the vacuum level is $-qV_G+\Phi$. At the film interface, with electron affinity $\chi$, it is $E_c(0)+\chi=-\mu+\chi$. An electron's potential energy is $-q$ times the electrostatic potential, so the potential of the gate minus that of the interface is

$$V_i=\frac{(-\mu+\chi)-(-qV_G+\Phi)}{q}=V_G-\frac{\Phi-\chi}{q}-\frac{\mu}{q}.$$

With $V_0=(\Phi-\chi)/q$ this becomes

$$V_G=V_0+V_i+\frac{\mu}{q}. \tag{1}$$

The inference to be examined is this: a thinner channel has a more positive threshold, therefore the shift is the confinement energy of its electrons.

## A counter-example without confinement

Take round model parameters: $m=0.3\,m_e$, relative permittivity 10 for the film and 9 for the insulator, $N_D=2\times10^{18}$ cm⁻³, $n_{th}=10^{11}$ cm⁻² and $T=300$ K, so that $kT=25.85$ meV. The insulator is 10 nm thick, with $C_i=0.7969$ µF/cm². Compare films of 10 nm and 3 nm.

First remove quantization altogether. The electrons are then treated without any size effect: their local density is that of a bulk Fermi gas with Fermi level $E_F-E_c(x)$. No subbands exist, so any threshold shift has another origin.

The donor sheet densities $N=N_Dt$ are $2.0\times10^{12}$ and $0.6\times10^{12}$ cm⁻². The film's net charge per area at threshold is $q(N-n_{th})$, and the gate carries the opposite charge. Hence $V_i=q(n_{th}-N)/C_i$:

- 10 nm film: $V_i=-(1.602\times10^{-19})(1.9\times10^{12})/(0.7969\times10^{-6})=-0.382$ V.
- 3 nm film: $V_i=-(1.602\times10^{-19})(0.5\times10^{12})/(0.7969\times10^{-6})=-0.1005$ V.

Solving Poisson's equation inside the films gives $\mu=-236.0$ meV and $-73.5$ meV. Equation (1) then yields

$$V_T-V_0=-0.382-0.236=-0.618\ \text{V}\quad(10\ \text{nm}),$$

$$V_T-V_0=-0.1005-0.0735=-0.174\ \text{V}\quad(3\ \text{nm}).$$

The thinner film has the more positive threshold by 444 mV, although nothing in it is quantized. The thick film holds more donors, and the gate must be more negative to remove their electrons.

Now restore quantization. It raises $\mu$ by 18.7 meV in the 10 nm film and by 113.7 meV in the 3 nm film. The thresholds become $-0.599$ V and $-0.060$ V, and the shift grows from 444 to 539 mV. Confinement is present, but it supplies 95 mV, or 17.6% of the whole.

The faulty inference has a measurable consequence. Equating the whole shift to a difference of hard-wall ground levels,

$$q\,\Delta V_T=\frac{\pi^2\hbar^2}{2m}\left(\frac1{t_2^2}-\frac1{t_1^2}\right),\qquad t_1=10\ \text{nm},\quad t_2=3\ \text{nm},$$

gives $m=0.071\,m_e$, although the film was built with $0.3\,m_e$. On 20 and 40 nm insulators the same films would give $0.046\,m_e$ and $0.027\,m_e$. A mass that depends on the gate insulator is not a property of these films.

## The general statement

Let $N$ be the total fixed donor charge per area divided by $q$, including any sheet donors at the film surfaces. Within the model above,

$$V_T=V_0+\frac{q(n_{th}-N)}{C_i}+\frac{\mu}{q}, \tag{2}$$

where $\mu$ depends on the film and on $n_{th}$, but not on $C_i$. Consequently

$$\frac{\partial V_T}{\partial(1/C_i)}=-q(N-n_{th}). \tag{3}$$

The slope measures charge; the intercept at $1/C_i=0$ is $V_0+\mu/q$, and confinement can enter only there. The intercept is not confinement alone, however: $\mu$ also contains classical band bending and band filling. Donor charge therefore acts twice, once across the insulator and once inside the film.

**Proof.** Gauss's law from the gate to the field-free region behind the film requires zero total charge, so the gate charge per area is $Q_G=q(n_s-N)$. With no charge inside the insulator, $V_i=Q_G/C_i$. Putting this into (1) at $n_s=n_{th}$ gives (2).

It remains to show that $\mu$ does not contain $C_i$. Inside the film, $U$ obeys Poisson's equation with $U(0)=0$ and a field at the back surface fixed by the charge there. The electron density, quantum or classical, is determined by $U$ and $\mu$, and $\mu$ is fixed by requiring the integrated density to be $n_{th}$. These conditions close the problem, and $C_i$ appears in none of them. Differentiating (2) at fixed film and fixed $n_{th}$ gives (3). $\square$

This was tested by solving the Schrödinger and Poisson equations for the whole device, sweeping the gate until $n_s=n_{th}$, and comparing with (2), in which $\mu$ came from an isolated film. Over four thicknesses and three insulators the largest discrepancy was 0.005 mV.

## What the interior term contains

**Band bending.** The potential $\phi$ due to the donors satisfies $\phi''=-qN_D/\varepsilon$ with $\phi'(t)=0$. One integration gives $\phi'(x)=qN_D(t-x)/\varepsilon$. Integrating again from $x=0$ and multiplying by $-q$,

$$U_D(x)=-\frac{q^2N_D}{\varepsilon}\left(tx-\frac{x^2}{2}\right). \tag{4}$$

The band edge is lowest at the back, by $q^2N_Dt^2/(2\varepsilon)$: 181 meV in the 10 nm film and 16 meV in the 3 nm film. Since electrons can collect at this low edge, the thick film reaches $n_{th}$ at a lower $\mu$. This is the main source of the classical interior shift, $-73.5-(-236.0)=162.5$ meV.

**Filling.** A classical film would still shift without donors. For a dilute gas in a flat band,

$$n_{th}=\frac{2t}{\lambda^3}e^{\mu/kT},\qquad \lambda=\frac{h}{\sqrt{2\pi mkT}}, \tag{5}$$

so $\mu=kT\ln[n_{th}\lambda^3/(2t)]$. Thinning from $t_1$ to $t_2$ raises $\mu$ by $kT\ln(t_1/t_2)$, here 31 meV, because the same sheet density must fit into a smaller volume. The full classical calculation without donors gives 28 meV. The reduction comes from electron repulsion, which raises $\mu$ more in the thicker film: for a uniform density its mean is $q^2n_{th}t/(3\varepsilon)$, or 6.0 meV at 10 nm and 1.8 meV at 3 nm. This estimate removes 4.2 meV. The first degeneracy correction to (5), $kT\,n_{th}\lambda^3/(2\sqrt8\,t)$, returns 0.5 meV of it, and the slight non-uniformity of the density returns the remaining few tenths.

**Confinement.** Define it as the difference between the quantum and classical $\mu$ at identical charges. For a flat, dilute film with levels $E_k=\pi^2\hbar^2k^2/(2mt^2)$, each subband has density of states $g=m/(\pi\hbar^2)$, spin included. From the definition of $\lambda$, $\lambda^2=2\pi\hbar^2/(mkT)$, so $gkT=2/\lambda^2$ and

$$n_{th}=\frac{2}{\lambda^2}e^{\mu/kT}Z,\qquad Z=\sum_{k=1}^{\infty}e^{-E_k/kT}.$$

Solving for $\mu$ and subtracting the classical value from (5),

$$\Delta_{conf}=kT\ln\frac{n_{th}\lambda^2}{2Z}-kT\ln\frac{n_{th}\lambda^3}{2t}=kT\ln\frac{t/\lambda}{Z}. \tag{6}$$

Two limits show what this means.

If one subband dominates, $Z\simeq e^{-E_1/kT}$ and

$$\Delta_{conf}\simeq E_1-kT\ln\frac{\lambda}{t}.$$

Here $\lambda=7.86$ nm. At $t=3$ nm the result is $139.3-25.85\ln(7.86/3)=114.4$ meV, close to the 113.7 meV of the full calculation. The confinement shift is smaller than $E_1$ here because $t<\lambda$: the classical motion across the film then has the positive free energy $kT\ln(\lambda/t)$, which is subtracted.

If $t\gg\lambda$, the sum approaches an integral. Write $E_k/kT=\alpha k^2$ with $\alpha=\pi\lambda^2/(4t^2)$. The integral from zero is $\tfrac12\sqrt{\pi/\alpha}=t/\lambda$, and starting the sum at $k=1$ removes half of the $k=0$ term. Thus $Z\simeq t/\lambda-\tfrac12$ and

$$\Delta_{conf}\simeq-kT\ln\left(1-\frac{\lambda}{2t}\right)\simeq\frac{kT\lambda}{2t}.$$

The thermal shift therefore falls as $1/t$, not as the $1/t^2$ of a single level. At 10 nm the logarithmic form gives 12.9 meV, equal at this precision to (6). The donor-doped film has 18.7 meV instead. A plausible reason, not tested separately, is that the bending in (4) presses the electrons into a layer narrower than the film.

It follows that even the correct 95 mV should not be equated to a difference of bare ground levels. That difference is $139.27(1-0.09)=126.7$ meV, and the equation would return a mass of $0.3\times126.7/95.0=0.40\,m_e$.

## A closed formula for the thinnest film

When one subband is occupied and $U$ is small compared with the subband spacing, first-order perturbation theory gives $\mu$ explicitly. Put $u=x/t$. The ground-state probability density in $u$ is $2\sin^2\pi u=1-\cos2\pi u$.

For the donors we need the mean of $u-u^2/2$. By symmetry $\langle u\rangle=\tfrac12$. Two integrations by parts give $\int_0^1u^2\cos2\pi u\,du=1/(2\pi^2)$, so $\langle u^2\rangle=\tfrac13-1/(2\pi^2)$. Therefore

$$a=\left\langle u-\frac{u^2}{2}\right\rangle=\frac12-\frac16+\frac1{4\pi^2}=\frac13+\frac1{4\pi^2}=0.3587.$$

For the electrons, Poisson's equation has the opposite sign of charge. Two integrations with zero field at the back give

$$U_e(x)=\frac{q^2}{\varepsilon}\int_0^x dx'\int_{x'}^t n(y)\,dy=\frac{q^2}{\varepsilon}\int_0^t\min(x,y)\,n(y)\,dy,$$

because a given $y$ contributes for every $x'$ below both $x$ and $y$. We need $b=\langle\min(u,v)\rangle$ for two independent positions. The probability that both exceed $s$ is $(1-F)^2$, with $F(s)=s-\sin(2\pi s)/(2\pi)$, so $b=\int_0^1(1-F)^2ds$. Since $\int_0^1F\,ds=\tfrac12$, the terms $1-2\int F\,ds$ cancel and

$$b=\int_0^1F^2ds=\frac13-\frac1\pi\int_0^1s\sin(2\pi s)\,ds+\frac1{8\pi^2}.$$

The remaining integral is $-1/(2\pi)$, hence $b=\tfrac13+5/(8\pi^2)=0.3967$.

The subband edge, measured from $E_c(0)$, is $E_1+\langle U_D\rangle+\langle U_e\rangle$. Its filling obeys $n_{th}=gkT\ln\{1+\exp[(\mu-\text{edge})/kT]\}$. Inverting this relation,

$$\mu\simeq E_1+kT\ln\left(e^{n_{th}/(gkT)}-1\right)-a\frac{q^2N_Dt^2}{\varepsilon}+b\frac{q^2n_{th}t}{\varepsilon}. \tag{7}$$

At 3 nm the four terms are 139.3, −89.5, −11.7 and 2.15 meV, with sum 40.2 meV. The full film calculation also gives 40.2 meV. Formula (7) is not meant for the 10 nm film, where the bending of 181 meV far exceeds the first subband spacing, $3E_1=38$ meV.

## Separating the contributions from thresholds

Use films of each thickness on several insulator thicknesses, with the same film, interfaces and $V_0$. For the 3 nm film the computed values of $V_T-V_0$ are $-0.0603$ V on the 10 nm insulator and $-0.3619$ V on the 40 nm insulator, whose capacitance is $0.1992$ µF/cm². The slope is

$$\frac{-0.3619+0.0603}{1/0.1992-1/0.7969}=-0.0801\ \text{µC/cm}^2.$$

Dividing its magnitude by $q$ gives $N-n_{th}=5.0\times10^{11}$ cm⁻², so $N=6.0\times10^{11}$ cm⁻². The intercept is $-0.0603+0.0801/0.7969=0.040$ V, in agreement with (7).

Repeating this at 10, 7 and 5 nm gives $N=2.0$, $1.4$ and $1.0\times10^{12}$ cm⁻². The rise of $N$ with $t$ recovers $N_D=2.0\times10^{18}$ cm⁻³. Sheet donors independent of thickness would appear as a nonzero $N$ extrapolated to $t=0$.

Next, calculate the classical $\mu$ from the measured charge and subtract it from each intercept. Comparing two thicknesses cancels $V_0$. From 10 to 3 nm on the 10 nm insulator, the parts are

$$281.5+162.5+95.0\simeq539\ \text{mV},$$

for insulator charge, classical interior and confinement. On the 40 nm insulator the first part becomes 1125.9 mV while the other two stay fixed. The total is then 1383 mV, and the confinement share falls to 6.9%.

The subtraction needs $\varepsilon$ and the donor distribution. It hardly needs $m$ when two thicknesses are compared: in a dilute film $m$ enters the classical $\mu$ only through the term $3kT\ln\lambda$, which is the same for both. Equation (3) needs none of these, which makes the charge measurement the firmer half of the separation.

## A control at equal donor charge

Let the 3 nm film have $N_D=6.667\times10^{18}$ cm⁻³, so that it holds the same total donor charge as the original 10 nm film. By (2), the insulator terms cancel between them. The computed shift is 230.0 mV on both the 10 nm and the 40 nm insulator.

A shift independent of $C_i$ thus signals equal total charge. It still does not signal pure confinement. The donor bending is 181 meV in the 10 nm film and only 54 meV in the new 3 nm film, so a classical difference remains. Formula (7) accounts for the value: its donor term is now $-11.68\times10/3=-38.9$ meV, which lowers $\mu$ from 40.2 to 13.0 meV. The 10 nm intercept corresponds to $-217.3$ meV, and the difference is 230.3 meV.

## Where the separation can fail

**Charge position.** Equation (3) gives the amount of donor charge, not its location. Put a donor sheet $N_b$ at the back surface. With zero field outside, Gauss's law gives $\phi'(t)=qN_b/\varepsilon$ just inside, so these donors add $-q^2N_bx/\varepsilon$ to $U$. Since $\langle x\rangle=t/2$ for the ground state, the intercept changes by

$$-\frac{qN_bt}{2\varepsilon}$$

to first order. For $N_b=10^{12}$ cm⁻² and $t=3$ nm this is $-27.1$ mV; the full calculation gives $-27.5$ mV. The same sheet at the front interface would leave $\mu$ unchanged. The classical $\mu$ that is subtracted from the intercept must be calculated with an assumed placement, and an error there passes directly into the inferred confinement. A uniform classical gas also has $\langle x\rangle=t/2$, so to first order its $\mu$ changes by the same $-27$ meV. This is only an estimate, because the added band drop across the film, $q^2N_bt/\varepsilon=54$ meV, exceeds $kT$. Solving the classical film equations with the sheet gives $-33$ meV. The comparison that cancels $V_0$ also involves the 10 nm film, where the same sheet adds a drop of 181 meV and lowers the classical $\mu$ by 151 meV. Assigning the sheet to the wrong surface therefore changes the inferred confinement difference between the two films by $151-33=118$ mV, more than the 95 mV being sought. With a sheet of this size and unknown placement, the interior part cannot be separated.

**Threshold criterion.** If threshold is read at fixed current and the mobility of the thinner film is half as large, that film needs twice the sheet density. Doubling $n_{th}$ in the 3 nm film raises $\mu/q$ by 20.5 mV and the drop across the 10 nm insulator by 20.1 mV. This positive shift of about 41 mV is neither confinement nor a loss of donors.

**Insulator charge.** A uniform charge density $\rho$ in an insulator of thickness $d$ and permittivity $\varepsilon_i$ breaks the linear law. A layer $\rho\,ds$ at distance $s$ from the gate shifts the threshold by $-\rho s\,ds/\varepsilon_i$. Integration from 0 to $d$ gives $-\rho d^2/(2\varepsilon_i)=-\rho\varepsilon_i/(2C_i^2)$. Curvature in a plot of $V_T$ against $1/C_i$ is then a warning, and at least three insulator thicknesses are needed to see it.

**Changes of material.** If thinning alters the electron affinity or the interface dipole, $V_0$ no longer cancels and its change is mistaken for confinement. If the insulator thickness alters the film's doping, the slope no longer measures one fixed $N$. Trapped charge that depends on the gate's history has the same effect. Finite barriers would also change the levels $E_k$, so the confinement energies given here belong to the hard-wall model. The model also omits the image self-energy at the film surfaces. With vacuum behind a film of relative permittivity $\varepsilon_r=10$ it is $q^2(\varepsilon_r-1)/[16\pi\varepsilon(\varepsilon_r+1)(t-x)]$. This raises $\mu$ by about 24 meV at 3 nm and by less than half of that at 10 nm, and the difference would be counted as confinement.

**Incomplete ionization.** The model takes every donor as ionized, and the chosen parameters do not guarantee this. A hydrogenic donor with this mass and permittivity binds an electron by $13.6\ \text{eV}\times0.3/10^2=41$ meV, and $N_D$ lies near or below the Mott density. In the 3 nm film the Fermi level at threshold is 89.5 meV below the subband edge, so a spin-degenerate level 41 meV below that edge would be about one quarter filled. Equation (3) still holds, with $N$ the ionized charge at threshold, because that charge is fixed by the film problem alone. But $N$ is then smaller than $N_Dt$, so its rise with $t$ need not return $N_D$, and its extrapolation to $t=0$ can mimic a sheet charge.

The remaining computed thresholds and intercepts are in the numerical output.

## Table of computed values

```
T = 300 K, kT = 25.85 meV
mass = 0.3 m_e, thermal length = 7.86 nm
relative permittivity: film 10, insulator 9
N_D = 2.00e+18 cm^-3, n_th = 1.00e+11 cm^-2
insulator 10 nm: C_i = 0.7969 uF/cm^2
insulator 20 nm: C_i = 0.3984 uF/cm^2
insulator 40 nm: C_i = 0.1992 uF/cm^2
V_T - V_0 in V, insulators 10, 20, 40 nm:
  film   10 nm: -0.5993  -0.9813  -1.7453
  film    7 nm: -0.3872  -0.6486  -1.1713
  film    5 nm: -0.2495  -0.4305  -0.7924
  film    3 nm: -0.0603  -0.1608  -0.3619
From fits: donor sheet N (cm^-2), intercept (V)
  film   10 nm: 2.000e+12  -0.2173
  film    7 nm: 1.400e+12  -0.1258
  film    5 nm: 1.000e+12  -0.0686
  film    3 nm: 6.000e+11  0.0402
recovered N_D = 2.000e+18 cm^-3
mu classical, confinement, flat-film confinement (meV):
  film   10 nm: -236.0  18.7  12.9
  film    7 nm: -148.7  22.9  21.3
  film    5 nm: -106.8  38.2  38.4
  film    3 nm: -73.5  113.7  114.4
Shift from 10 to 3 nm film (mV): total, insulator charge term
  insulator 10 nm: 538.9  281.5
  insulator 20 nm: 820.4  563.0
  insulator 40 nm: 1383.4  1125.9
classical interior part = 162.5 mV
confinement part = 95.0 mV
confinement share of total, insulators 10, 20, 40 nm (%): 17.6 11.6 6.9
classical device shift, 10 nm insulator = 444.0 mV
classical shift without donors = 27.8 mV
false mass, insulators 10, 20, 40 nm (m_e): 0.071 0.046 0.027
3 nm one-subband terms of mu (meV):
  level E_1: 139.27
  filling: -89.52
  donors: -11.68
  electrons: 2.15
  sum: 40.23, full film solver: 40.22
coefficients a = 0.3587, b = 0.3967
equal-charge 3 nm film: N_D = 6.667e+18 cm^-3
equal-charge shift, insulators 10 and 40 nm (mV): 230.0 230.0
back donors 1.0e+12 cm^-2 on 3 nm film:
  total N from slope = 1.600e+12 cm^-2
  intercept change = -27.5 mV, formula -27.1 mV
doubling n_th, 3 nm film: interior 20.5 mV, 10 nm insulator 20.1 mV
largest charge-formula error = 0.005 mV
```
